\section*{Flat drumhead states inside the projected ring of a nodal-ring model}

\section*{Question}

I am working with the two-band lattice Hamiltonian
\begin{equation}
H=(2-\cos k_x-\cos k_y-\cos k_z)\,\sigma_z+\sin k_z\,\sigma_y ,
\end{equation}
and I am asked to find the flat ``drumhead'' states on a surface normal to $z$ and to show that they fill the projection of the nodal ring.

I tried complex $k_z=i\kappa$ and looked for decaying solutions at $E=0$. My trouble is that I find one at nearly every surface momentum, outside the ring as well as inside. What makes the surface states stop at the ring? And how do I know that there are no others at nonzero energy?

\section*{Answer}

Your decaying solutions are correct, but a decaying wave is a surface state only if it also satisfies the boundary condition. Here the spinor decides, and it differs on the two sides of the ring.

\subsection*{The ring and the bulk gap}

I measure energy in units of the coefficient of $\cos k_z$ and length in lattice constants. A clean surface conserves $k_x$ and $k_y$, so at each surface momentum the problem is a chain along $z$ with one parameter,
\begin{equation}
m=2-\cos k_x-\cos k_y,\qquad 0\le m\le 4 .
\end{equation}
Since $\sigma_y$ and $\sigma_z$ anticommute, the cross terms in $H^2$ cancel:
\begin{equation}
E^2=(m-\cos k_z)^2+\sin^2k_z=1+m^2-2m\cos k_z .
\label{bulk}
\end{equation}
For fixed $m$, $|E|$ runs from $|1-m|$ at $k_z=0$ to $1+m$ at $k_z=\pi$. The gap closes only for $m=1$, at $k_z=0$. The nodal ring is therefore
\begin{equation}
k_z=0,\qquad \cos k_x+\cos k_y=1 .
\end{equation}
It crosses the $k_x$ axis at $\pi/2=1.571$ and the diagonal $k_x=k_y$ at distance $\sqrt2\,\pi/3=1.481$ from the origin, so it is slightly squared, with the rounded corners on the $k_x$ and $k_y$ axes. Its interior is $m<1$, which contains $k_x=k_y=0$, where $m=0$.

\subsection*{The half-space equations}

Let the crystal occupy layers $n=1,2,\ldots$, with all couplings unchanged up to the cut and $\psi_0=0$. For a wave $\psi_n\propto e^{ik_zn}$, multiplication by $e^{\pm ik_z}$ replaces $\psi_n$ by $\psi_{n\pm1}$. Hence
\begin{equation}
E\psi_n=\sigma_z\left[m\psi_n-\tfrac12(\psi_{n+1}+\psi_{n-1})\right]
+\frac{\sigma_y}{2i}(\psi_{n+1}-\psi_{n-1}).
\end{equation}
Multiply from the left by $\sigma_z$. Because $\sigma_z\sigma_y=-i\sigma_x$, the last term acquires the factor $-i\sigma_x/(2i)=-\sigma_x/2$, and
\begin{equation}
E\sigma_z\psi_n=m\psi_n-\tfrac12(1+\sigma_x)\psi_{n+1}
-\tfrac12(1-\sigma_x)\psi_{n-1}.
\end{equation}
The brackets are projectors on the eigenvectors $|\pm\rangle=(1,\pm1)^T/\sqrt2$ of $\sigma_x$. Write $\psi_n=a_n|+\rangle+b_n|-\rangle$ and use $\sigma_z|\pm\rangle=|\mp\rangle$ on the left side. Comparing coefficients gives, for $n\ge1$,
\begin{align}
E\,b_n&=m\,a_n-a_{n+1},\label{eb}\\
E\,a_n&=m\,b_n-b_{n-1},\qquad b_0=0.\label{ea}
\end{align}
The amplitude $a_0$ never appears. The surface constrains $b$ but not $a$.

\subsection*{The zero-energy state}

At $E=0$ the two components decouple. Equation (\ref{eb}) becomes $a_{n+1}=ma_n$, so $a_n=m^{n-1}a_1$. Its norm is
\begin{equation}
|a_1|^2\sum_{n=1}^{\infty}m^{2(n-1)}=\frac{|a_1|^2}{1-m^2}
\qquad (m<1),
\end{equation}
and diverges for $m\ge1$.

Equation (\ref{ea}) becomes $mb_n=b_{n-1}$. If $m>0$, starting from $b_0=0$ gives $b_1=0$, then $b_2=0$, and so on. If $m=0$, the equations with $n\ge2$ say directly that every $b_{n-1}$ vanishes. Thus $b=0$ in all cases, and there is one normalizable zero mode for $m<1$ and none for $m\ge1$:
\begin{equation}
\boxed{E=0,\qquad
\psi_n=\sqrt{1-m^2}\;m^{\,n-1}|+\rangle,\qquad
\cos k_x+\cos k_y>1.}
\label{state}
\end{equation}
The energy does not depend on surface momentum, while the depth of the state does. At the centre of the ring it sits entirely on the first layer. Its amplitude decay length, $1/|\ln m|$, diverges on approaching the ring, where the state merges with the bulk. The states fill the open interior; the ring itself is excluded. ``Fill'' refers to the momenta at which a state exists, not to its occupation by electrons.

\subsection*{What happens to your solution outside}

Put $e^{ik_z}=\lambda$ in (\ref{bulk}). Then
\begin{equation}
E^2=1+m^2-m(\lambda+\lambda^{-1})=(m-\lambda)(m-\lambda^{-1}),
\end{equation}
which vanishes at $\lambda=m$ and $\lambda=1/m$. With $\lambda=e^{-\kappa}$, one of them decays into the crystal whenever $m\ne0,1$, with $\kappa=|\ln m|$. This is what you found.

The recursions above show which spinor belongs to which root: $\lambda=m$ goes with $|+\rangle$, and $\lambda=1/m$ with $|-\rangle$. Inside the ring the decaying wave is $|+\rangle$, which the surface permits. Outside it is $|-\rangle$, which would need $b_0=0$ and therefore vanishes. The complex band gives the possible decay rate; the boundary condition decides whether the state exists.

\subsection*{No surface states at other energies}

For $E\ne0$, multiply (\ref{eb}) by $E$ and insert (\ref{ea}) for $Ea_n$ and $Ea_{n+1}$:
\begin{align}
E^2b_n&=m(mb_n-b_{n-1})-(mb_{n+1}-b_n)\nonumber\\
&=(1+m^2)b_n-m(b_{n+1}+b_{n-1}).\label{second}
\end{align}
Take $m>0$. A trial $b_n=\lambda^n$ gives the two roots $\lambda$ and $1/\lambda$, and $b_0=0$ selects
\begin{equation}
b_n=c(\lambda^n-\lambda^{-n}),
\end{equation}
or $b_n=c\,n(\pm1)^n$ when the roots coincide at $\pm1$. Since $E^2$ is real, so is $\lambda+1/\lambda$, and $\lambda$ is either real or of unit modulus. The solution then grows or oscillates without decay. Normalizability forces $c=0$, after which (\ref{ea}) gives $a=0$.

At $m=0$, (\ref{ea}) with $n=1$ gives $a_1=0$ for $E\ne0$. The remaining amplitudes form separate pairs $(b_n,a_{n+1})$ with $E=\pm1$, repeated throughout the crystal. These are localized combinations of the flat bulk bands, not additional surface states. For this clean cut, the zero mode is therefore the only surface state at each interior momentum. A modified surface can bind others. For $m>1$, switching off the coupling between $a_1$ and $b_1$ leaves two zero modes, one on $a_1$ and one on the $b_n$, and a weak coupling splits them into a pair $\pm E$ in the gap.

\subsection*{The same boundary from a winding number}

The Hamiltonian obeys $\sigma_xH\sigma_x=-H$ (chiral symmetry), so it connects only $|+\rangle$ with $|-\rangle$. Using $\langle+|\sigma_z|-\rangle=1$ and $\langle+|\sigma_y|-\rangle=i$,
\begin{equation}
q(k_z)=\langle+|H|-\rangle=m-\cos k_z+i\sin k_z=m-e^{-ik_z}.
\end{equation}
As $k_z$ runs from $0$ to $2\pi$, $q$ traces a unit circle clockwise about the point $m$. It winds $-1$ times around zero for $m<1$ and $0$ times for $m>1$. The winding can change only where $q=0$, which is the nodal ring. Which side of the ring carries the states depends on the cut. If the $|+\rangle$ orbital of the first layer is removed ($a_1=0$), chiral symmetry survives and (\ref{ea}) applies only for $n\ge2$. The zero mode is then $b_n\propto m^{-(n-1)}$, which is normalizable for $m>1$, outside the ring. The matching unit cell $(b_n,a_{n+1})$ replaces $q$ by $qe^{ik_z}$, whose winding is $0$ inside and $+1$ outside. The ring fixes the edge of the drumhead, and the termination fixes the side.

A cut along $k_y=0$ shows the change. The last column is the zero-energy weight on the first layer, obtained from the half-space Green function $G$ as $i\eta\,\mathrm{Tr}\,G_{11}(i\eta)$ with $\eta=10^{-4}$. For the state (\ref{state}) it should be $1-m^2$.
\begin{center}
\begin{tabular}{cccc}
$k_x$ & $m$ & winding & weight\\ \hline
0.3 & 0.0447 & $-1$ & 0.9980\\
1.0 & 0.4597 & $-1$ & 0.7887\\
1.5 & 0.9293 & $-1$ & 0.1365\\
1.7 & 1.1288 & 0 & 0.0000
\end{tabular}
\end{center}
The weight falls towards the ring because the state spreads into deeper layers; its energy stays at zero.

\subsection*{A worked momentum}

At $k_x=1.0$, $k_y=0.5$,
\begin{equation}
m=2-\cos1.0-\cos0.5=0.5821,\qquad 1-m=0.4179 .
\end{equation}
The point is inside the ring, and the bulk states begin at $|E|=0.4179$. The amplitude decay length is $1/0.5411=1.848$ lattice constants. The first layer carries $1-m^2=0.6611$ of the probability. Each further layer carries $m^2=0.3389$ times the one before, giving $0.2240$ and $0.0759$ on the next two. Three layers thus hold about 96\% of the state.

\subsection*{A slab of finite thickness}

A slab of $N$ layers has a second face, where $a_{N+1}=0$. Its own zero mode would be $b_n\propto m^{N-n}$, with spinor $|-\rangle$. The two modes overlap and split. To find the energies, extend (\ref{ea}) to $n=N+1$; the new boundary condition then reads $mb_{N+1}=b_N$. With $b_n\propto\sinh n\kappa$,
\begin{equation}
m=\frac{\sinh N\kappa}{\sinh(N+1)\kappa}.
\label{slab}
\end{equation}
The logarithmic derivative of the right side is $N\coth N\kappa-(N+1)\coth(N+1)\kappa$. It is negative because $x\coth x$ increases for $x>0$. The ratio therefore falls steadily from $N/(N+1)$ at $\kappa\to0$ to zero at $\kappa\to\infty$, and a solution exists only for
\begin{equation}
0<m<\frac{N}{N+1}.
\end{equation}
The alternating choice $b_n\propto(-1)^n\sinh n\kappa$ would require negative $m$.

For the energy, write $S_j=\sinh j\kappa$ and $C_j=\cosh j\kappa$. Inserting (\ref{slab}) in $E^2=1+m^2-2mC_1$ gives
\begin{align}
E^2S_{N+1}^2&=S_{N+1}^2+S_N^2-2S_NS_{N+1}C_1\nonumber\\
&=(S_{N+1}-S_NC_1)^2-S_N^2(C_1^2-1)\nonumber\\
&=C_N^2S_1^2-S_N^2S_1^2=S_1^2,
\end{align}
where the third line uses $S_{N+1}=S_NC_1+C_NS_1$. Hence
\begin{equation}
|E|=\frac{\sinh\kappa}{\sinh(N+1)\kappa}
\;\longrightarrow\;(1-m^2)m^N
\end{equation}
for large $N$ at fixed $m<1$. In that limit $e^{-\kappa}$ approaches $m$ with an exponentially small correction, and $\sinh(N+1)\kappa\to e^{(N+1)\kappa}/2$. At $m=0$ the amplitudes $a_1$ and $b_N$ are uncoupled and both energies are zero.

At the worked momentum, direct diagonalization gives $|E|=0.0448$ for 5 layers, $2.95\times10^{-3}$ for 10 and $1.32\times10^{-5}$ for 20. The asymptotic formula gives $0.0442$ for 5 layers and agrees with the other two to the digits shown.

The size of the filled region follows from an area. For $0\le k_x\le\pi/2$, the ring lies at $k_y=\arccos(1-\cos k_x)$. Four equal quadrants, divided by the zone area $4\pi^2$, give
\begin{equation}
\frac{1}{\pi^2}\int_0^{\pi/2}\arccos(1-\cos k_x)\,dk_x=0.1848
\end{equation}
drumhead states per surface cell on one face. In a 10-layer slab the limit is $m<10/11=0.9091$, and the corresponding area gives $0.1653$. Counting in-gap levels on an $80\times80$ momentum grid over one quadrant, and assigning half of each pair to each face, gives $0.1658$. The difference from the integral is 0.3\% of its value. The thin slab leaves an empty rim inside the ring, which closes as $N\to\infty$.

\subsection*{When the drumhead is no longer flat}

The flatness rests on chiral symmetry, which makes the spectrum symmetric under $E\to-E$. A single isolated level at $E=0$ on one face cannot move without a partner, so it stays there under any chiral-symmetric change that keeps it isolated. Terms that break the symmetry can move it.

First add $\delta\cos k_z$ times the identity. For $|\delta|\ll1-m$, first-order perturbation theory gives
\begin{equation}
\Delta E=\delta\sum_{n\ge1}\psi_n^\dagger\psi_{n+1}
=\delta(1-m^2)\,m\sum_{n\ge1}m^{2(n-1)}=\delta m .
\end{equation}
This value is in fact exact for $|\delta|<1$ and every $m<1$. Subtracting $\delta m$ from the Hamiltonian leaves $(m-\cos k_z)(\sigma_z-\delta)+\sin k_z\,\sigma_y$. With $S=\mathrm{diag}(\sqrt{1-\delta},\sqrt{1+\delta})$ this equals $S\left[(m-\cos k_z)\sigma_z+\sin k_z\,\sigma_y/\sqrt{1-\delta^2}\right]S$, and the bracket is again chiral with one zero mode for $m<1$. The drumhead becomes a bowl for $\delta>0$ and a dome for $\delta<0$. Next, a scalar potential $U$ confined to the first layer, also small against the gap, gives
\begin{equation}
\Delta E=U|\psi_1|^2=U(1-m^2),
\end{equation}
which is largest at the centre, where the state is most confined. Finally, a uniform term $\mu\sigma_x$ moves the state to $E=+\mu$ without approximation, because it is an eigenstate of $\sigma_x$. The opposite face of a thick slab moves to $-\mu$. The drumheads remain flat, but the bulk energies become $\pm\sqrt{E^2+\mu^2}$, with $E$ from (\ref{bulk}), and the nodal ring is gapped.

With each strength set separately to $0.020$ in a 40-layer slab, the computed shifts are:
\begin{center}
\begin{tabular}{cccc}
$(k_x,k_y)$ & $\delta\cos k_z$ & first-layer $U$ & $\mu\sigma_x$\\ \hline
$(0.3,0.2)$ & 0.00129 & 0.01992 & 0.02000\\
$(1.0,0.5)$ & 0.01164 & 0.01322 & 0.02000
\end{tabular}
\end{center}
The shifts from $\delta$ and $U$ agree with the first-order formulas to the digits shown. Between these two momenta the $\delta$ term alone produces a dispersion of about $0.010$, half its own strength. A crystal described by this model plus such scalar terms would therefore have a dispersing surface band rather than a flat one. Its width across the ring is about $|\delta|$ or $|U|$, so it is narrow only when these terms are weak. A surface potential comparable to the gap can push the state into the bulk bands and bind other surface states. The model does not fix the size of those terms for any particular material. The program that computed these numbers is printed with this text.

\section*{Calculated quantities}
\begin{verbatim}
Ring radius along kx axis (1/a): 1.5708
Ring radius along diagonal (1/a): 1.4810
Sample kx, ky (1/a): 1.00, 0.50
m at sample: 0.58212
Bulk half-gap 1-m at sample: 0.41788
kappa = -ln m (1/a): 0.54109
Amplitude decay length (a): 1.8481
Weights in layers 1,2,3: 0.66114 0.22403 0.07592
Cut ky=0: kx (1/a), m, winding, zero-energy weight in layer 1
  0.3  0.0447  -1  0.9980
  0.7  0.2352  -1  0.9447
  1.0  0.4597  -1  0.7887
  1.3  0.7325  -1  0.4634
  1.5  0.9293  -1  0.1365
  1.7  1.1288   0  0.0000
  2.2  1.5885   0  0.0000
Slab at sample: layers, |E|, asymptotic (1-m^2)m^N
   5  4.47994e-02  4.41915e-02
  10  2.95419e-03  2.95382e-03
  20  1.31969e-05  1.31969e-05
Drumhead states per surface cell, half-space: 0.18478
10-layer slab limit m = N/(N+1): 0.90909
10-layer slab states per cell and face, integral: 0.16528
10-layer slab states per cell and face, counted: 0.16578
Strength of each symmetry-breaking term: 0.020
kx, ky (1/a); shifts: delta cos kz, first-layer U, mu sigma_x
  0.3 0.2  0.001292  0.019917  0.020000
    first-order delta*m, U(1-m^2): 0.001292, 0.019917
  1.0 0.5  0.011642  0.013223  0.020000
    first-order delta*m, U(1-m^2): 0.011642, 0.013223
\end{verbatim}
